Why CASSCF Can Stall When an Active Occupation Nears Two or Zero

**Question.** A CASSCF calculation settles quickly to a small gradient and then creeps, while one active natural orbital has an occupation close to two or to zero. Which orbital rotation is responsible, how soft is it, and why do some iterations suffer from it and others not?

**Answer: the mechanism**

Rotating two doubly occupied orbitals into each other does not change a wavefunction, and neither does rotating two empty ones. An active orbital that is almost full therefore differs from an inactive orbital only through the small part of the wavefunction in which it is not full. Only that part feels the rotation. An almost empty active orbital stands in the same relation to the virtual orbitals.

To make this quantitative, let i be an inactive orbital, t an active one and a a virtual one, all real and orthonormal. Let Ψ be the real, normalized CASSCF state, with its CI problem solved in the complete active space (CAS). The spin-summed replacement operator is

E_pq = Σ_σ a†_pσ a_qσ,

the active density matrix is D_tu = ⟨Ψ|E_tu|Ψ⟩, and the active orbitals are natural, so D is diagonal with occupations n_t. The deficit of t is d = 2 − n_t.

The rotation of i and t is generated by X = E_ti − E_it. From [X, a†_i] = a†_t and [X, a†_t] = −a†_i it follows that

Ψ(κ) = exp(κX) Ψ

is the state with unchanged CI coefficients and with i replaced by i cos κ + t sin κ, and t by t cos κ − i sin κ.

Write Ψ = A + B, where t is doubly occupied in every determinant of A. Then E_ti A = 0 because t has no room, and E_it A = 0 because i has no room. Hence XA = 0 and

Ψ(κ) = A + exp(κX) B.

If p1 and p0 are the weights of determinants with t singly occupied and empty, then d = p1 + 2p0, while B has squared norm p1 + p0 ≤ d. At d = 0 the rotation is redundant. Near d = 0 it acts on a component of norm at most √d.

**The metric**

In super-CI language the rotation mixes the singly replaced function E_ti Ψ into Ψ. The overlap of two such functions is

⟨E_ti Ψ|E_ui Ψ⟩ = ⟨Ψ|E_it E_ui|Ψ⟩ = Σ_στ ⟨a†_iσ a_tσ a†_uτ a_iτ⟩.

Moving a_iτ to the left past two operators of other orbitals costs two sign changes, so the sign stays positive. Since i is full, a†_iσ a_iτ then gives δ_στ, and

⟨E_ti Ψ|E_ui Ψ⟩ = Σ_σ ⟨a_tσ a†_uσ⟩ = 2δ_tu − D_ut.

In natural orbitals the squared norm of E_ti Ψ is thus d. For a virtual orbital the same calculation, with a empty, gives

⟨E_at Ψ|E_au Ψ⟩ = Σ_σ ⟨a†_tσ a_uσ⟩ = D_tu,

so the squared norm of E_at Ψ is n_t. These statements about the metric hold for any active space.

**The gradient**

Because E_it Ψ = 0, we have XΨ = E_ti Ψ, and the first derivative of the energy at κ = 0 is

g = 2⟨Ψ|H|E_ti Ψ⟩.

The function E_ti Ψ has a hole in i, so it is orthogonal to Ψ and H may be replaced by H − E. With R = ‖(H − E)Ψ‖ the Schwarz inequality gives

|g| ≤ 2R√d.

This bound holds whether or not the orbitals are good. A small gradient component for this rotation may reflect a small d and not a small orbital error.

**The curvature**

To second order, Ψ(κ) = Ψ + κXΨ + ½κ²X²Ψ. The κ² term of the energy is ⟨XΨ|H|XΨ⟩ + ⟨Ψ|H|X²Ψ⟩, since the two terms containing ½X² are equal. The second derivative at fixed CI coefficients is twice this:

E'' = 2⟨XΨ|H|XΨ⟩ + 2⟨Ψ|H|X²Ψ⟩.

Define the mean excitation energy ω of the singly replaced function by

⟨E_ti Ψ|H|E_ti Ψ⟩ = d(E + ω).

For the other term,

X²Ψ = (E_ti − E_it) E_ti Ψ = E_ti² Ψ − E_it E_ti Ψ,

and the algebra used for the metric gives E_it E_ti Ψ = (2 − n̂_t)Ψ, with n̂_t = E_tt. This function lies in the CAS. Because Ψ is an eigenstate of H within the CAS,

⟨Ψ|H|(2 − n̂_t)Ψ⟩ = E⟨Ψ|(2 − n̂_t)|Ψ⟩ = Ed.

The total energy cancels, leaving

E'' = 2dω + 2W, W = ⟨Ψ|H E_ti²|Ψ⟩.

For an active orbital u and a virtual orbital a, E_ua Ψ = 0 and E_ua E_au Ψ = n̂_u Ψ. The same steps give

E'' = 2n_u ω + 2W, W = ⟨Ψ|H E_au²|Ψ⟩,

with ω now belonging to E_au Ψ. If the CI problem is not converged, the cancellation is incomplete and these formulas acquire a further term.

The first part of E'' is the metric times an energy. The second, the pair term, moves two electrons at once and need not be proportional to the metric. The two spin parts of E_ti commute and each squares to zero, so E_ti² is twice their product. It acts on the component with t empty, of norm √p0, and produces a function of norm 2√p0. Since p0 ≤ d/2 and this function lies outside the CAS,

|W| ≤ 2R√p0 ≤ R√(2d).

For a general active space this argument shows that the curvature vanishes with d, but guarantees only the order √d. A further condition is needed to reach order d.

**Two configurations at a minimum**

Take two active electrons in two orbitals, t and u, and the lowest singlet. The coefficients of t², tu and u² form a symmetric two-by-two matrix. Passing to natural orbitals diagonalizes it, so

Ψ = c0|i²t²⟩ + c1|i²u²⟩, n_t = 2c0², n_u = 2c1² = d.

Other doubly occupied orbitals may be present and are not written. One active orbital now approaches two exactly as the other approaches zero, and there are two soft rotations, t-i and a-u.

Let K_pq = (pq|pq) be the exchange integral. It is twice the electrostatic self-energy of the charge distribution pq, so it is not negative. Acting on the state, E_ti² removes the first configuration and turns |i²u²⟩ into 2|t²u²⟩. The matrix element of H between closed-shell determinants that differ by moving one pair from p to q is K_pq. Therefore

W = 2c1(c0K_iu + c1K_it) for t-i,

W = 2c1(c0K_ta + c1K_ua) for a-u.

The coupling between the two CI configurations is K_tu. When it is positive, the lowest eigenvector has c0c1 < 0. The term in W containing c0 is then zero or negative, and

W ≤ 2c1²K_it = dK_it.

At a joint minimum over orbitals and CI coefficients the fixed-CI curvature cannot be negative. Together,

0 ≤ E'' ≤ 2d(ω + K_it).

The a-u rotation obeys the same inequality with K_ua in place of K_it and with its own ω. While ω and the exchange integrals stay bounded, the curvature is at most of order d. It can be smaller, because the lower limit is zero.

The meaning of the lower limit is visible for weak coupling. Let Δ be the energy of |i²u²⟩ above |i²t²⟩. To leading order c1 ≈ −K_tu/Δ and c0 ≈ 1, so

W/d ≈ −ΔK_iu/K_tu + K_it.

If i overlaps with u much better than t does, K_iu/K_tu is large and E'' is negative: the correlating orbital u has been given the wrong partner. If the two choices are nearly equivalent, the terms can nearly cancel, and the mode is softer than the metric alone suggests.

**Letting the CI coefficients follow**

Suppose that the CI problem is solved again after each orbital step. For one rotation κ and one CI parameter θ, the energy near the minimum is

E = E_min + ½hκ² + bκθ + ½cθ², c > 0.

Minimizing over θ gives θ = −bκ/c and the relaxed curvature h − b²/c. With several parameters, the subtracted term becomes a positive semidefinite matrix. Relaxation therefore cannot stiffen a rotation, and at a minimum it cannot make the curvature negative. The smallest eigenvalue λ_min of the relaxed orbital Hessian is no larger than any of its diagonal elements, which in turn are no larger than the fixed-CI curvatures. The softest mode is thus at least as soft as the upper bound says.

**From softness to stalling**

Consider the simplest step, κ → κ − sg, with the same length factor s for every rotation. Near the minimum g = Hκ, where H now denotes the relaxed orbital Hessian. The error along a mode with eigenvalue λ is multiplied by 1 − sλ. The stiffest mode, with eigenvalue λ_max, requires s < 2/λ_max. Choosing s = 1/λ_max, the softest error is multiplied in each iteration by

1 − λ_min/λ_max.

The energy error is quadratic in the orbital error. Reducing it by 10⁴ along the softest mode takes

N = ln(10⁴) / [−2 ln(1 − λ_min/λ_max)] ≈ 4.6 λ_max/λ_min

iterations, the last form holding for λ_min ≪ λ_max. If λ_min is proportional to d while λ_max stays finite, N grows as 1/d.

Now divide each gradient component by its metric element m_k before stepping. With y_k = √m_k κ_k, the step becomes

y → y − s M^(−1/2) H M^(−1/2) y,

where M is the diagonal matrix of the m_k. Before CI relaxation, the diagonal element for t-i in the scaled Hessian is 2ω + 2W/d. The small factor d has gone from the first term, and at the two-configuration minimum W/d is bounded as well. The near-redundancy does not by itself force a stall.

It returns if the scale is spoiled. Suppose a level shift μ is added to the curvature h of an isolated soft mode, so that the step is −g/(h + μ). The error is then multiplied by

1 − h/(h + μ) = μ/(h + μ).

For h ≪ μ this is close to one, and the number of iterations again grows as 1/h. This holds for a shift added to the unscaled curvature. A shift applied to the normalized super-CI function enters as μm, with m the metric element. The factor is then μ/(h/m + μ), which does not approach one as d falls while h/m stays finite. If instead the super-CI function is discarded because its metric lies below a threshold, the rotation receives no step at all and its error remains.

**A model with a controllable deficit**

Four electrons occupy four sites in a row. The first two sites form dimer A with hopping 1, the last two form dimer B with hopping 1.5, and the hopping between the dimers is 0.4. The site energies are 0, 0.2, 0.1 and −0.1, and two electrons on one site repel with energy U. The hopping of dimer A is the unit of energy throughout, as hartree has no natural role in this model. There are one inactive orbital, two active orbitals and one virtual orbital.

For small U the sizes can be estimated from separate dimers with equal site energies. Let t and u be the bonding and antibonding orbitals of A, with energies −1 and +1, and let i and a be those of B, with energies −1.5 and +1.5. Then K_tu = U/2 and Δ = 4, so

c1 ≈ −U/8, d = 2c1² ≈ U²/32.

At U = 0.25 this gives d ≈ 0.0020; the CASSCF minimum has d = 0.00185. The function E_ti Ψ contains one electron in i, one in t and two in u, so its excitation energy at vanishing U is

ω ≈ 2(1) − (−1) − (−1.5) = 4.5.

For a-u the estimate is 1 + 1.5 + 2 = 4.5 as well. At U = 0.25 the computed values are 4.638 and 4.462. The t-i curvature at this minimum is

2dω + 2W = 2(0.001847)(4.638) − 2(0.0001254) = 0.01713 − 0.00025 = 0.01688.

Finite differences of the energy give the same value. Here the pair term is a small correction, because the occupied orbital of one dimer hardly overlaps with the antibonding orbital of the other (K_iu/K_tu = 0.017). This is a feature of weakly linked dimers with on-site repulsion. The model does not show the near-cancellation described above, and in a molecule the pair term need not be small. At U = 2 the deficit is 0.1024 and the curvature 0.988. Between these two minima the curvature changes by a factor of 59, while its ratio to d changes only from 9.65 to 9.14.

The stiff end does not collapse. Rotating i into a moves a whole inactive pair, and its singly replaced function has squared norm 2. At vanishing U the separate-dimer curvature is 2 × 2 × 3 = 12. The stiffest relaxed mode is 13.5 at U = 0.25, against 0.01585 for the softest. The softest mode mixes the two soft rotations, with components of about 0.50 on t-i and 0.87 on a-u; the orthogonal mixture has curvature 0.0172. The predicted count is therefore

N ≈ 4.6 × 13.532/0.01585 ≈ 3900.

An actual run with uniform steps, started 0.05 rad along the softest mode, needs 3937 iterations. At U = 2 it needs 98. From U = 0.5 to U = 0.25 the deficit falls by a factor of 3.98, while the count grows by 3.75. The growth is slightly weaker than 1/d because λ_max also falls, from 14.4 to 13.5.

With metric scaling the same starts need two or three iterations. That count belongs to this particular start and is not a general rate. The scaled modes at U = 0.25 run from 4.81 to 9.29, so the slowest factor is 1 − 4.81/9.29 = 0.48. An error along that slowest mode would need about seven iterations for the same reduction. This is still independent of the small deficit in any practical sense: at U = 2 the scaled range is 5.34 to 10.13.

A level shift of μ = 0.1 shows the intermediate case. For the softest mode at U = 2 the error factor is 0.1/(0.928 + 0.1) = 0.097, and two steps reduce the energy error by about 10⁴. At U = 0.25 it is 0.1/(0.01585 + 0.1) = 0.863, and the same reduction takes 32 steps.

**What a small gradient conceals**

At the displacement of 0.05 rad, the gradient norm is 0.046 at U = 2 but 0.00079 at U = 0.25. The orbital error is the same. The energy errors are 1.2 × 10⁻³ and 2.0 × 10⁻⁵, so at the smaller deficit the same orbital error costs about 59 times less energy. Conversely, an error ε in the gradient shifts the apparent minimum along the softest mode by ε/λ_min. For ε = 10⁻⁴ this is 0.0063 rad at U = 0.25 and 0.00011 rad at U = 2. A converged energy may therefore coexist with poorly determined orbitals. This matters for quantities attached to a single orbital, such as the shape of t or u. An expectation value in Ψ is less exposed: for a real symmetric operator O and fixed CI coefficients, rotating i and t by κ changes it to first order by 2κ⟨OΨ|E_ti Ψ⟩, and E_ti Ψ has norm √d.

**When proportionality fails**

The minimum condition is essential. Remove the link and the site energies, set U = 1, and choose a poor correlating orbital: mostly the antibonding orbital of B, with a small admixture of that of A,

u = u_A sin η + u_B cos η, a = u_A cos η − u_B sin η.

Since t lives on A,

K_tu = ½U sin²η, K_ta = ½U cos²η.

Thus c1 is of order η² and n_u of order η⁴. The dominant part of the a-u curvature is now the pair term,

2W ≈ 4c0c1K_ta ≈ −U²η²/Δ,

which is negative and of order √n_u. To find Δ as η → 0, note that moving the pair from t to u costs 2(1.5 + 1) = 5 in orbital energy. The repulsion within the pair is U/2 in either orbital. Sharing dimer B with the inactive pair adds 4J_iu − 2K_iu = 4(½) − 2(½) = 1, where J_iu is the Coulomb integral. Hence Δ ≈ 6.

For η = 0.1 the estimate is −0.01/6 = −1.67 × 10⁻³, and the computed curvature is −1.64 × 10⁻³ at n_u = 1.4 × 10⁻⁶. Halving η lowers n_u by a factor of 16.0 but the curvature only by 3.95, close to the square root.

This situation is different from the soft minimum. The point is not even stationary: the a-u gradient has magnitude about U²η³/Δ = 1.7 × 10⁻⁴ at η = 0.1, and divided by n_u it is about 120, so a metric-scaled step would be far too long. The tiny occupation does not show that u is dispensable. The negative curvature shows that u is the wrong orbital: mixing it with a virtual orbital lowers the energy. Metric scaling alone does not turn such a point into a minimum, so the sign of the curvature has to be examined before a nearly empty orbital is removed from the active space. A non-negative curvature is not proof that the orbitals are the best ones. At η = 0 the occupation, gradient and curvature all vanish, yet the energy lies about U²/16 ≈ 0.06 above the state that correlates dimer A. The linked model also has a second, higher local minimum, with d = 0.00083 and energy 0.0012 higher at U = 0.25, close to the estimate U²/72 for correlating dimer B.

The general curvature identity was also tested for two electrons in three active orbitals, away from an orbital minimum. It agrees with finite differences there too, as the numerical output shows.

Values computed for the example and the checks

```
hoppings A, link, B: 1.0 0.4 1.5 (unit: hopping A)
site energies: 0.0 0.2 0.1 -0.1 (hopping A)
test displacement: 0.05 rad; energies below in hopping A
U = 2.0: n_t = 1.897577, n_u = 0.102423 electrons
  c0 = 0.97406, c1 = -0.22630
  omega: t-i 4.8696, a-u 4.6936
  pair term W: t-i -4.788e-03, a-u -4.872e-03
  curvature: t-i 0.98795, a-u 0.95172
  curvature/metric: t-i 9.646, a-u 9.292
  relaxed modes: softest 0.92771, stiffest 20.174
  metric-scaled modes: 5.337 to 10.130
  displaced: gradient 4.605e-02, energy error 1.155e-03
  iterations: uniform 98 (predicted 97.8), metric 3
U = 1.0: n_t = 1.971375, n_u = 0.028625 electrons
  c0 = 0.99282, c1 = -0.11964
  omega: t-i 4.6957, a-u 4.5207
  pair term W: t-i -1.684e-03, a-u -1.651e-03
  curvature: t-i 0.26546, a-u 0.25551
  curvature/metric: t-i 9.274, a-u 8.926
  relaxed modes: softest 0.24900, stiffest 16.302
  metric-scaled modes: 4.977 to 9.440
  displaced: gradient 1.234e-02, energy error 3.097e-04
  iterations: uniform 300 (predicted 299.2), metric 2
U = 0.5: n_t = 1.992649, n_u = 0.007351 electrons
  c0 = 0.99816, c1 = -0.06063
  omega: t-i 4.6497, a-u 4.4743
  pair term W: t-i -4.775e-04, a-u -4.576e-04
  curvature: t-i 0.06741, a-u 0.06487
  curvature/metric: t-i 9.169, a-u 8.824
  relaxed modes: softest 0.06327, stiffest 14.428
  metric-scaled modes: 4.857 to 9.324
  displaced: gradient 3.135e-03, energy error 7.868e-05
  iterations: uniform 1050 (predicted 1047.9), metric 2
U = 0.25: n_t = 1.998153, n_u = 0.001847 electrons
  c0 = 0.99954, c1 = -0.03039
  omega: t-i 4.6380, a-u 4.4620
  pair term W: t-i -1.254e-04, a-u -1.187e-04
  curvature: t-i 0.01688, a-u 0.01624
  curvature/metric: t-i 9.140, a-u 8.796
  relaxed modes: softest 0.01585, stiffest 13.532
  metric-scaled modes: 4.806 to 9.288
  displaced: gradient 7.855e-04, energy error 1.971e-05
  iterations: uniform 3937 (predicted 3928.7), metric 2
U 0.5 to 0.25: deficit falls by 3.981, uniform count grows by 3.750
CAS(2,3), U = 2: deficit 0.28714 electrons
  curvature: numeric 2.616638, formula 2.616638
  |W| = 0.11576, bound 1.09605
wrong u, U = 1, admixture 0.1 rad: n_u 1.393e-06, curvature -1.640e-03
wrong u, U = 1, admixture 0.05 rad: n_u 8.688e-08, curvature -4.150e-04
  n_u ratio 16.039, curvature ratio 3.952
```
